# Mori–Zwanzig continued fraction and self-energy of the fermion Green's function

Take a single site that can hold one electron of each spin, with level energy $\epsilon$ and a repulsion $U$ when both are present. Measured from the chemical potential $\mu$, its Hamiltonian is

$$K=\epsilon'(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow,\qquad \epsilon'=\epsilon-\mu .$$

Write $c^\dagger$ for the creator of a spin-up electron, $n=\langle n_\downarrow\rangle$ for the mean occupation of the other spin, and $\delta=n_\downarrow-n$ for its fluctuation. Since $[n_\uparrow,c^\dagger]=c^\dagger$,

$$[K,c^\dagger]=(\epsilon'+Un_\downarrow)c^\dagger=(\epsilon'+Un)c^\dagger+U\delta c^\dagger .$$

The first term is an electron in the mean field of the other spin. The second is a new operator, whose commutator is needed too. From $n_\downarrow^2=n_\downarrow$ follows $\delta^2=(1-2n)\delta+n(1-n)$, and therefore

$$[K,\delta c^\dagger]=(\epsilon'+Un)\delta c^\dagger+U\delta^2c^\dagger=[\epsilon'+U(1-n)]\,\delta c^\dagger+Un(1-n)c^\dagger .$$

No third operator appears. The two operators form a closed set, and the Green's function follows from a two-by-two problem.

To see which problem, set $\hbar=1$ and start from the retarded function $G(t)=-i\theta(t)\langle\{c(t),c^\dagger\}\rangle$ with $c(t)=e^{iKt}ce^{-iKt}$. The average is taken in a stationary state, one whose density matrix $\rho$ commutes with $K$. Both operators may then be shifted by $-t$ in time, so that $\langle\{c(t),c^\dagger\}\rangle=\langle\{c,c^\dagger(-t)\}\rangle$. The creator obeys $\frac{d}{dt}c^\dagger(-t)=-i[K,c^\dagger(-t)]$. Define, for $\mathrm{Im}\,z>0$,

$$X(z)=-i\int_0^\infty dt\,e^{izt}c^\dagger(-t),\qquad G(z)=\langle\{c,X(z)\}\rangle .$$

Multiply the equation of motion by $e^{izt}$ and integrate. By parts, the left side is $-c^\dagger-iz(iX)=-c^\dagger+zX$, and the right side is $-i[K,iX]=[K,X]$. Hence

$$zX-[K,X]=c^\dagger. \tag{1}$$

Insert $X=xc^\dagger+y\,\delta c^\dagger$ and compare coefficients:

$$(z-\epsilon'-Un)x-Un(1-n)y=1,\qquad -Ux+[z-\epsilon'-U(1-n)]y=0 .$$

Because $\langle\{c,\delta c^\dagger\}\rangle=\langle\delta\rangle=0$, $G=x$. Eliminating $y$ gives

$$G(z)=\cfrac{1}{z-a_0-\cfrac{b_1^2}{z-a_1}},$$

$$a_0=\epsilon'+Un,\qquad b_1^2=U^2n(1-n),\qquad a_1=\epsilon'+U(1-n).$$

The mean field supplies $a_0$; the fluctuation supplies a term that depends on energy. Take $\epsilon'=-1$, $U=4$ and $n=0.4323$, in the energy unit used throughout, the hopping $t$ of the later examples. Then $a_0=-1+1.729=0.729$, $a_1=1.271$ and $b_1^2=3.927$. The poles have sum $a_0+a_1=2\epsilon'+U$ and product $a_0a_1-b_1^2=\epsilon'(\epsilon'+U)$, so they lie at $\epsilon'=-1$ and $\epsilon'+U=3$. The residue at $\epsilon'$ is $(\epsilon'-a_1)/(-U)=1-n$, the probability that the other electron is absent. The mean field alone would put one pole at $0.729$, where the site has no excitation.

What made this work was a separation between the creator and an operator orthogonal to it. For a finite system with orbitals $i$ and a particle-conserving $K=H-\mu N$, define on operators

$$LX=[K,X],\qquad (A|B)=\langle\{A^\dagger,B\}\rangle .$$

This is a scalar product up to null operators: $(A|A)=\langle A^\dagger A\rangle+\langle AA^\dagger\rangle\ge0$. The creators are orthonormal, because $(c_i^\dagger|c_j^\dagger)=\langle\{c_i,c_j^\dagger\}\rangle=\delta_{ij}$.

The Liouvillian $L$ is Hermitian in this product. Stationarity makes the average of any commutator with $K$ vanish, so

$$0=\langle[K,\{A^\dagger,B\}]\rangle=\langle\{[K,A^\dagger],B\}\rangle+\langle\{A^\dagger,[K,B]\}\rangle .$$

Since $[K,A^\dagger]=-([K,A])^\dagger$, this says $(A|LB)=(LA|B)$. It would fail in a state that is not stationary.

In the grand-canonical state at nonzero temperature every many-body state has positive weight and $(A|A)=0$ implies $A=0$. In a pure ground state, or a thermal state restricted to one particle number, nonzero operators can have zero norm. By the Cauchy–Schwarz inequality such an $A$ is orthogonal to everything, and $(LA|LA)=(L^2A|A)=0$, so $L$ maps null operators to null operators. They can be set to zero consistently.

The derivation of (1) did not use the single site. For each $j$ it gives $(z-L)X_j=c_j^\dagger$, and

$$G_{ij}(z)=(c_i^\dagger|X_j)=(c_i^\dagger|(z-L)^{-1}|c_j^\dagger) \tag{2}$$

is the transform of $G_{ij}(t)=-i\theta(t)\langle\{c_i(t),c_j^\dagger\}\rangle$, with the indices in the same order.

Now project on the one-particle creators,

$$PX=\sum_k c_k^\dagger(c_k^\dagger|X),\qquad Q=1-P .$$

Both projectors are Hermitian in the scalar product. Split the solution as $X_j=\sum_kc_k^\dagger G_{kj}+Y_j$ with $Y_j=QX_j$, and define

$$\Omega_{ij}=(c_i^\dagger|Lc_j^\dagger),\qquad f_j=QLc_j^\dagger .$$

The operator $f_j$ is the part of the motion of $c_j^\dagger$ that leaves the one-particle space. Taking the product of $(z-L)X_j=c_j^\dagger$ with $c_i^\dagger$ gives

$$zG_{ij}-\sum_k\Omega_{ik}G_{kj}-(c_i^\dagger|LY_j)=\delta_{ij}. \tag{3}$$

Applying $Q$ to the same equation removes $c_j^\dagger$ and leaves

$$(z-QLQ)Y_j=\sum_kf_kG_{kj}. \tag{4}$$

Since $QLQ$ is Hermitian, its eigenvalues are real and (4) can be solved when $\mathrm{Im}\,z>0$. In (3), Hermiticity and $Y_j=QY_j$ give $(c_i^\dagger|LY_j)=(Lc_i^\dagger|QY_j)=(f_i|Y_j)$. Substituting the solution of (4),

$$G(z)=[z-\Omega-M(z)]^{-1}, \tag{5}$$

$$M_{ij}(z)=(f_i|(z-QLQ)^{-1}|f_j). \tag{6}$$

No approximation has been made. It remains to compare $M$ with the self-energy of Dyson's equation. Let

$$K=\sum_{kl}h_{kl}c_k^\dagger c_l+\frac14\sum_{klmn}\langle kl||mn\rangle c_k^\dagger c_l^\dagger c_nc_m,$$

where $h$ includes $-\mu$ and the interaction is antisymmetric in each index pair. The one-body part gives $\sum_kh_{kj}c_k^\dagger$ in $Lc_j^\dagger$, hence $h_{ij}$ in $\Omega_{ij}$. For the interaction use $[c_nc_m,c_j^\dagger]=c_n\delta_{mj}-c_m\delta_{nj}$. By antisymmetry the two terms contribute equally, and the commutator is

$$\frac12\sum_{kln}\langle kl||jn\rangle c_k^\dagger c_l^\dagger c_n .$$

Next, $\{c_i,c_k^\dagger c_l^\dagger c_n\}=\delta_{ik}c_l^\dagger c_n-\delta_{il}c_k^\dagger c_n$, since the terms with four operators cancel. Antisymmetry again makes the two contributions equal:

$$\Omega_{ij}=h_{ij}+\sum_{ln}\langle il||jn\rangle\langle c_l^\dagger c_n\rangle. \tag{7}$$

The second term has the Hartree–Fock form, but its density matrix is that of the interacting state in which $G$ is defined. A Hartree–Fock calculation would in general supply a different one.

Dyson's equation defines $\Sigma(z)=z-h-G^{-1}(z)$. With (5),

$$\Sigma(z)=(\Omega-h)+M(z). \tag{8}$$

For large $z$, (6) behaves as $(f_i|f_j)/z$ and vanishes. A constant plus a function vanishing at infinity can be separated in one way, so $\Omega-h$ is the static self-energy and $M$, the resolvent of the projected Liouvillian between the operators $f_i$, is the dynamical self-energy.

This identification requires $P$ to contain all one-particle creators, or all those of a block of a symmetry shared by $K$ and $\rho$. A symmetry of $K$ alone is not enough: on the single site with its spin polarized along $x$, $\Omega$ couples the two spins, and projecting on spin up alone still gives the correct $G_{\uparrow\uparrow}$ but not the dynamical part of $\Sigma_{\uparrow\uparrow}$. If some orbitals are left out, hopping into them also appears in $M$. The resolvent formula stays true, but $M$ then mixes hybridization with interaction.

The projector in (6) cannot be dropped. To see what the full $L$ would give, solve $(z-L)W_j=f_j$ with $W_j=\sum_kc_k^\dagger g_{kj}+V_j$, $V_j=QW_j$. The steps that led to (3) and (4) now give, with matrix indices suppressed,

$$(z-\Omega)g=(f|V),\qquad (f|V)=M+Mg .$$

Therefore $(z-\Omega-M)g=M$, or $g=GM$, and because $f_i$ is orthogonal to the creators,

$$(f|(z-L)^{-1}|f)=M+MGM. \tag{9}$$

The extra term describes an excitation that returns to a single-particle operator, propagates, and leaves again. Dyson's equation already generates these returns by inverting $z-\Omega-M$. The projection prevents them from being counted twice.

In time the same distinction concerns memory. Let $C_{ij}(t)=\langle\{c_i(t),c_j^\dagger\}\rangle$, so that $C(0)=1$ and $G(z)=-i\int_0^\infty dt\,e^{izt}C(t)$. Integration by parts gives

$$\int_0^\infty dt\,e^{izt}\dot C(t)=-1-iz(iG)=zG-1=\Omega G+MG .$$

Write $M(z)=-i\int_0^\infty ds\,e^{izs}\Gamma(s)$ with $\Gamma_{ij}(s)=(f_i|e^{-iQLQs}|f_j)$. The product $MG$ carries $(-i)^2=-1$ and becomes a convolution, while $\Omega G$ is the transform of $-i\Omega C$. Multiplying the result by $i$,

$$i\dot C(t)=\Omega C(t)-i\int_0^tds\,\Gamma(s)C(t-s). \tag{10}$$

The mean field acts instantly; the rest of the system responds through its memory of earlier times.

The dynamical self-energy has the same structure as the function we began with: it is a resolvent of a Hermitian operator, taken between a few starting operators. These need to be orthonormalized. Write

$$f_j=\sum_mX_{1m}(B_1)_{mj},\qquad (X_{1m}|X_{1n})=\delta_{mn},$$

and drop linearly dependent combinations, so that $B_1$ may be rectangular. Then $M=B_1^\dagger G_1B_1$ with $G_1=(X_1|(z-QLQ)^{-1}|X_1)$. Projecting on the $X_1$ inside the space of $Q$ repeats the derivation of (5). With $G_0=G$, $A_0=\Omega$ and $A_n=(X_n|LX_n)$,

$$G_n=[z-A_n-B_{n+1}^\dagger G_{n+1}B_{n+1}]^{-1}. \tag{11}$$

At each level, $X_{n+1}B_{n+1}$ is what remains of $LX_n$ after removal of its components along all earlier operators. For one starting operator, (11) is the scalar fraction

$$G=\cfrac{1}{z-a_0-\cfrac{b_1^2}{z-a_1-\cfrac{b_2^2}{z-a_2-\cdots}}}.$$

A finite system has finitely many independent operators, so the fraction ends when the remainder vanishes. In an infinite system it need not end.

Two properties follow from Hermiticity. Let $QLQ\,\phi_\nu=\lambda_\nu\phi_\nu$ with orthonormal $\phi_\nu$. Then

$$M_{ij}(z)=\sum_\nu\frac{(f_i|\phi_\nu)(\phi_\nu|f_j)}{z-\lambda_\nu},$$

so the poles are real and the matrix $i(M-M^\dagger)/2$ has no negative eigenvalue for $\mathrm{Im}\,z>0$. A truncated fraction is the resolvent of a smaller Hermitian matrix and shares these properties.

The second property concerns the moments $(c^\dagger|L^kc^\dagger)$. In the orthonormal chain $L$ is tridiagonal, with $a_n$ on the diagonal and $b_n$ beside it. The $k$th moment is a sum over walks of $k$ steps that start and end at level 0. If levels $0$ to $n-1$ are kept, the first lost walk goes up to level $n$ and straight back, which takes $2n$ steps. Moments $0$ to $2n-1$ are therefore correct, and moment $2n$ lacks $b_1^2b_2^2\cdots b_n^2$.

The two-site Hubbard model shows these quantities at work. Let both levels be at zero, with hopping amplitude $-t$ and $\mu=U/2$, and take the two-electron ground state. In the sector with one electron of each spin, use the basis $c_{i\uparrow}^\dagger c_{j\downarrow}^\dagger|0\rangle$. All hopping elements are $-t$ and connect the whole basis, so the lowest state can be chosen with positive coefficients. It is even under exchange of the sites, and $\langle n_{i\downarrow}\rangle=1/2$.

For the bonding creator $b^\dagger=(c_{1\uparrow}^\dagger+c_{2\uparrow}^\dagger)/\sqrt2$, the hopping contributes $-tb^\dagger$ to $Lb^\dagger$. The interaction and chemical potential contribute $U(n_{i\downarrow}-1/2)c_{i\uparrow}^\dagger$ on each site. Thus $a_0=-t$ and

$$f=\frac{U}{\sqrt2}\sum_{i=1}^2\left(n_{i\downarrow}-\tfrac12\right)c_{i\uparrow}^\dagger .$$

Terms from different sites are orthogonal, since $\{c_{1\uparrow},c_{2\uparrow}^\dagger\}=0$ and the spin-down factors commute with each other and with the spin-up operators. With $(n_{i\downarrow}-1/2)^2=1/4$, $b_1^2=(f|f)=(U^2/2)(1/4+1/4)=U^2/4$.

The last coefficient comes from counting final states. Removing a bonding electron leaves one spin-down electron in an even state, hence in the bonding orbital, with energy $E_1=-t-U/2$. Adding one fills both spin-up orbitals. That pair is odd, so the spin-down electron must be antibonding for the total to be even. The energy is $E_3=t+U-3U/2=t-U/2$. There is one final state in each case, so $G$ has two poles, $E_0-E_1$ and $E_3-E_0$, where $E_0$ is the ground-state energy. Their sum, $E_3-E_1=2t$, must equal $a_0+a_1$. Hence $a_1=3t$, the fraction ends there, and

$$G_b(z)=\cfrac{1}{z+t-\cfrac{U^2/4}{z-3t}},\qquad z_\pm=t\pm\sqrt{4t^2+U^2/4}.$$

For $U=4t$ the poles are $(1\pm\sqrt8)t$, or $-1.828t$ and $3.828t$. The lower one has weight $(a_1-z_-)/(z_+-z_-)=4.828/5.657=0.854$. Being the removal pole, its weight is the occupation of the bonding orbital per spin. The static part alone would give one pole at $-t$ with weight one. As $U\to0$ that result is recovered, because the weight at $3t$ vanishes. As $t\to0$ the poles go to $\pm U/2$ with equal weights. The numerical check confirms these coefficients and finds those of the antibonding orbital with $a_0$ and $a_1$ reversed in sign.

A less symmetric case needs the matrix form. Give the sites energies $0$ and $t$, with $U=4t$, $\mu=2t$ and temperature $k_BT=0.5t$. The Hubbard interaction gives $f_i=U(n_{i\downarrow}-\langle n_{i\downarrow}\rangle)c_{i\uparrow}^\dagger$, and the argument used above yields

$$(f_i|f_j)=\delta_{ij}U^2\langle n_{i\downarrow}\rangle(1-\langle n_{i\downarrow}\rangle).$$

With $\langle n_{1\downarrow}\rangle=0.5093$ and $\langle n_{2\downarrow}\rangle=0.4482$, the static self-energies are $2.037t$ and $1.793t$, so $\Omega_{11}=0.037t$, $\Omega_{22}=0.793t$ and $\Omega_{12}=-t$. At $z=(0.3+0.5i)t$ the projected Liouvillian gives, in units of $t$,

$$M_{11}=0.127-3.168i,\quad M_{12}=-0.970+0.943i,\quad M_{22}=-1.520-1.810i .$$

The off-diagonal element is not zero, although its $1/z$ tail vanishes: the Hubbard interaction is local, but this self-energy is not. Since $K$ is real here, $M_{21}=M_{12}$. The matrix $D=z-\Omega-M$ has $D_{11}=0.135+3.668i$, $D_{22}=1.027+2.310i$ and $D_{12}=1.970-0.943i$. Its determinant is $D_{11}D_{22}-D_{12}^2=-11.33+7.79i$, and $G_{11}=D_{22}/\det D=(0.034-0.181i)/t$. This is the value obtained independently from a sum over many-body eigenstates. Extracting $M$ from that sum by Dyson's equation reproduces the projected result to rounding error. The same comparison is tested for a random complex two-body Hamiltonian, where exchanged indices would show.

The memory equation (10) was tested for this dimer at time $2/t$. With $QLQ$ in the kernel, its two sides differ by at most $6\times10^{-8}t$ in any matrix element, a difference that includes the error of the numerical derivative and integral. With $L$ instead, the largest difference is $1.19t$.

Finally, start from $c_{1\uparrow}^\dagger$ alone. Site 2 is now outside $P$, and the remainder is $-tc_{2\uparrow}^\dagger+f_1$. Its two terms are orthogonal, so $b_1^2=t^2+(f_1|f_1)=(1+3.999)t^2=4.999t^2$. The first term is hybridization, as anticipated. The next coefficients are $b_2^2=3.325t^2$ and $b_3^2=6.468t^2$; three levels therefore miss $4.999\times3.325\times6.468\,t^6=107.5t^6$ in the sixth moment.

Correct moments do not guarantee steady convergence at a given energy. At the same $z$, where $|G_{11}|=0.184/t$, the absolute errors with one, two, three and four levels are $1.60$, $0.113$, $0.623$ and $0.042$, in units of $1/t$. The large error at three levels can be traced. If the three diagonal coefficients were equal, the truncated matrix would have an eigenvector proportional to $(b_2,0,-b_1)$, with weight $b_2^2/(b_1^2+b_2^2)=0.40$ on the first level. With the actual $a_0=0.037t$ and $a_2=0.251t$, first-order perturbation theory puts its pole near $(0.40\times0.037+0.60\times0.251)t=0.17t$. That pole alone contributes about $0.40/|0.13+0.5i|=0.8$ to $G_{11}$, in units of $1/t$, over four times the magnitude of the correct value. Eight levels still leave an error of $0.024/t$, or 13% of $|G_{11}|$, slightly more than six levels do. All 16 levels reproduce $G_{11}$ to rounding error. A truncation thus keeps the poles real and the low moments correct, but its accuracy near a chosen energy has to be checked separately.

## Computed results

```
SYMMETRIC DIMER, GROUND STATE (energies in t, from mu)
t = 1.0 t, U = 4.0 t, mu = 2.0 t
bonding: a0 = -1.0000 t, b1^2 = 4.0000 t^2, a1 = 3.0000 t
  poles = -1.828427, 3.828427 t
  weights = 0.853553, 0.146447
  occupation per spin = 0.853553
antibonding: a0 = 1.0000 t, b1^2 = 4.0000 t^2, a1 = -3.0000 t
  poles = -3.828427, 1.828427 t
  weights = 0.146447, 0.853553
  occupation per spin = 0.146447
ASYMMETRIC DIMER, THERMAL STATE (energies in t, from mu)
eps1 = 0.0, eps2 = 1.0, U = 4.0, mu = 2.0, kT = 0.5 t
<n1 down> = 0.509347, <n2 down> = 0.448196
static self-energy: 2.037389, 1.792783 t
(f1|f1) = 3.998602, (f2|f2) = 3.957061 t^2
z = 0.3+0.5j t
G_11(z) = 0.033712-0.180756j 1/t
M_11(z), Dyson equation = 0.127457-3.167529j t
M_11(z), projected L    = 0.127457-3.167529j t
G_12(z) = 0.156924+0.024745j 1/t
M_12(z), Dyson equation = -0.970265+0.942912j t
M_12(z), projected L    = -0.970265+0.942912j t
G_22(z) = 0.143123-0.225307j 1/t
M_22(z), Dyson equation = -1.519901-1.810096j t
M_22(z), projected L    = -1.519901-1.810096j t
largest difference of the two M = 4.0e-15 t
block fraction: 8 levels, 16 operators (norm^2 cut 1e-10)
memory equation at time 2.0 1/t, largest residual:
  kernel with QLQ 5.6e-08 t, with L 1.189 t
SITE 1 ALONE: scalar fraction, thermal state
a0 = 0.037389 t, b1^2 = 4.998602 t^2
a1 = 0.050619 t, b2^2 = 3.325255 t^2
a2 = 0.250835 t, b3^2 = 6.468145 t^2
a3 = 1.015303 t, b4^2 = 2.968444 t^2
moment 6 missed by 3 levels = 107.5111 t^6
levels kept 1: error of G_11(z) = 1.60e+00 1/t
levels kept 2: error of G_11(z) = 1.13e-01 1/t
levels kept 3: error of G_11(z) = 6.23e-01 1/t
levels kept 4: error of G_11(z) = 4.22e-02 1/t
levels kept 6: error of G_11(z) = 2.18e-02 1/t
levels kept 8: error of G_11(z) = 2.36e-02 1/t
all 16 levels: error of G_11(z) = 1.3e-16 1/t
ISOLATED SITE: eps = 1.0, U = 4.0, mu = 2.0, kT = 2.0 t
n = 0.432253, a0 = 0.729013 t
b1^2 = 3.926566 t^2, a1 = 1.270987 t
```
